# Why the RPA Correlation Energy Converges as the Cutoff to −3/2: a program that tests the result

```python
# Result under test: cutting the RPA response matrices at |q+G| < q_c, with
# E_cut = q_c^2/2, raises the correlation energy by
#     (4/3) * integral(n^2) / q_c^3  =  (sqrt(2)/3) * integral(n^2) * E_cut^(-3/2)
# to leading order, which is inversely proportional to the number of plane waves.
# Symbols (hartree atomic units): n density, kF Fermi wave vector, q momentum,
# w imaginary frequency, chi0 independent-particle response, v = 4 pi / q^2.
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

pi = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
r_s = 2.0
n = 3 / (4 * pi * r_s**3)
kF = (3 * pi**2 * n) ** (1 / 3)


def gauss(lo, hi, count):
    t, w = np.polynomial.legendre.leggauss(count)
    return lo + (hi - lo) * (t + 1) / 2, w * (hi - lo) / 2


def chi0(q, w):
    """Closed Lindhard function at imaginary frequency."""
    z, u = q / (2 * kF), w / (q * kF)
    log = np.log1p(4 * z / ((1 - z) ** 2 + u**2))
    arcs = np.arctan((1 + z) / u) + np.arctan((1 - z) / u)
    return -kF / (2 * pi**2) * (1 + (1 + u**2 - z**2) / (4 * z) * log - u * arcs)


def chi0_from_definition(q, w):
    """Sum over all occupied k; the k plane normal to q is done as a disc area."""
    def integrand(k):
        gap = q**2 / 2 + k * q
        return -(kF**2 - k**2) * 2 * gap / (gap**2 + w**2) / (4 * pi**2)
    return quad(integrand, -kF, kF, epsabs=1e-13, epsrel=1e-11, limit=200)[0]


for q_test, w_test in [(0.5, 0.3), (1.5, 0.7), (3.0, 2.0), (8.0, 30.0)]:
    reference = chi0_from_definition(q_test, w_test)
    assert abs(chi0(q_test, w_test) / reference - 1) < 1e-8

# Frequency integral of a product of two transition factors.
d1, d2 = 0.7, 1.9
freq_int = quad(lambda w: 4 * d1 * d2 / ((d1**2 + w**2) * (d2**2 + w**2)),
                0, np.inf)[0]
assert abs(freq_int - 2 * pi / (d1 + d2)) < 1e-7


def energy_at_q(q, n_freq=120, second_order=False):
    """RPA energy per volume and per d^3q/(2 pi)^3."""
    q = np.atleast_1d(q)[:, None]
    t, wt = np.polynomial.legendre.leggauss(n_freq)
    scale = q**2 / 2 + q * kF
    w = scale * (1 + t) / (1 - t)
    dw = scale * 2 * wt / (1 - t) ** 2
    x = 4 * pi / q**2 * chi0(q, w)
    if second_order:
        f = -x**2 / 2
    else:
        series = -x**2 / 2 - x**3 / 3 - x**4 / 4
        f = np.where(np.abs(x) < 1e-3, series, np.log1p(-x) + x)
    return (f * dw).sum(axis=1) / (2 * pi)


# Large-q form of the integrand, and the size of all orders beyond the second.
q_far = 10 * kF
full_far = energy_at_q(q_far)[0]
second_far = energy_at_q(q_far, second_order=True)[0]
ratio_far = full_far / (-8 * pi**2 * n**2 / q_far**6)
kf2_coefficient = (ratio_far - 1) * q_far**2 / kF**2
beyond_second = full_far / second_far - 1
beyond_predicted = -8 * pi * n / q_far**4
assert abs(kf2_coefficient - 2 / 5) < 0.02
assert abs(beyond_second / beyond_predicted - 1) < 0.02

cutoffs = np.array([5.0, 10.0, 20.0, 40.0])
q_cut = np.sqrt(2 * cutoffs)


def gas_energies(n_q, n_freq):
    """Energies per electron truncated at each q_cut, and the untruncated one."""
    def piece(lo, hi):
        q, wq = gauss(lo, hi, n_q)
        return (wq * q**2 * energy_at_q(q, n_freq)).sum() / (2 * pi**2 * n)
    edges = np.array([0, 0.5, 1, 2, 3]) * kF
    running = sum(piece(a, b) for a, b in zip(edges[:-1], edges[1:]))
    truncated, start = [], edges[-1]
    for stop in q_cut:
        running += piece(start, stop)
        truncated.append(running)
        start = stop
    t, wt = gauss(0, 1, n_q)          # q = start / t reaches infinity
    q = start / t
    rest = (wt * start / t**2 * q**2 * energy_at_q(q, n_freq)).sum()
    return np.array(truncated), running + rest / (2 * pi**2 * n)


E_trunc, E_inf = gas_energies(32, 160)
E_trunc_coarse, E_inf_coarse = gas_energies(22, 110)
quadrature_change = abs(E_inf - E_inf_coarse)
assert quadrature_change < 2e-6

error = E_trunc - E_inf
leading = 4 * n / (3 * q_cut**3)
improved = leading * (1 + 6 * kF**2 / (25 * q_cut**2))
slopes = np.diff(np.log(error)) / np.diff(np.log(cutoffs))
assert np.all(np.abs(error / improved - 1) < 5e-3)
assert abs(error[-1] / improved[-1] - 1) < 5e-4
assert abs(slopes[-1] + 1.5) < 0.01

c1, c2 = cutoffs[1] ** 1.5, cutoffs[2] ** 1.5
E_extrap = (E_trunc[2] * c2 - E_trunc[1] * c1) / (c2 - c1)
assert abs(E_extrap - E_inf) < 0.02 * error[2]

# Explicit plane-wave count in a cubic cell, averaged over a q mesh.
N_cell, mesh = 8, 6
volume = N_cell / n
side = volume ** (1 / 3)
radius = q_cut * side / (2 * pi) * mesh
reach = int(radius.max()) + 2
i2 = np.arange(-reach, reach + 1) ** 2
r2 = i2[:, None, None] + i2[None, :, None] + i2[None, None, :]
n_pw = np.array([np.count_nonzero(r2 < r**2) for r in radius]) / mesh**3
assert np.all(np.abs(n_pw / (volume * q_cut**3 / (6 * pi**2)) - 1) < 0.01)
error_from_count = 2 * N_cell**2 / (9 * pi**2 * n_pw)
assert np.all(np.abs(N_cell * error / error_from_count - 1) < 0.04)

# Non-uniform density: two electrons in a box 2 pi x L x L, potential V0 cos(x).
# Second-order energy between cutoffs R and 2R from the full G,G' matrices.
# L is large enough for the transverse momentum sum to be an integral over g.
N_el, V0, L, R = 2, 0.5, 20.0, 16
box_volume = 2 * pi * L**2
p = np.arange(-44, 45)
off = np.full(p.size - 1, V0 / 2)
levels, states = np.linalg.eigh(np.diag(p**2 / 2) + np.diag(off, 1)
                                + np.diag(off, -1))
ground = states[:, 0]
G = np.arange(-2 * R, 2 * R + 1)
rho = np.array([np.roll(ground, g) for g in G]) @ states   # pair amplitudes
weight_K = rho[:, 0] ** 2            # squared Fourier coefficients of n / <n>
contrast = weight_K.sum()            # <n^2> / <n>^2


def shell_integrand(g):
    r2_g = G**2 + g**2
    v = 4 * pi / r2_g
    inner = r2_g < R**2
    outer = (r2_g >= R**2) & (r2_g < 4 * R**2)
    W_in = (rho[inner].T * v[inner]) @ rho[inner]
    W_out = (rho[outer].T * v[outer]) @ rho[outer]
    gap = levels - levels[0] + g**2 / 2
    return (W_out * (2 * W_in + W_out) / (gap[:, None] + gap[None, :])).sum()


breaks = np.unique(np.concatenate([
    np.sqrt(R**2 - np.arange(R + 1.0) ** 2),
    np.sqrt(4 * R**2 - np.arange(2 * R + 1.0) ** 2)]))
shell = 0.0
for lo, hi in zip(breaks[:-1], breaks[1:]):
    for g, wg in zip(*gauss(lo, hi, 8)):
        shell += wg * g * shell_integrand(g)
shell *= 0.5 * (N_el / box_volume) ** 2 * L**2 / (2 * pi)


def law(cut, boundary):
    factor = 1 + boundary * 3 * np.abs(G) / (4 * cut)
    return 4 * N_el**2 / box_volume * (weight_K * factor).sum() / (3 * cut**3)


shell_leading = law(R, 0) - law(2 * R, 0)
shell_boundary = law(R, 1) - law(2 * R, 1)
assert abs(shell / shell_boundary - 1) < 0.005
assert abs(shell / shell_leading - 1) > 0.01

print("UNIFORM GAS, full RPA, energies per electron")
print(f"r_s = {r_s:.1f} bohr")
print(f"density n = {n:.6f} bohr^-3")
print(f"Fermi wave vector kF = {kF:.5f} bohr^-1")
print(f"test momentum q = 10 kF = {q_far:.4f} bohr^-1")
print(f"integrand / leading q^-6 form there = {ratio_far:.6f}")
print(f"coefficient of kF^2/q^2 there = {kf2_coefficient:.4f}")
print(f"orders beyond second, relative = {beyond_second:.3e}")
print(f"  predicted -8 pi n/q^4 = {beyond_predicted:.3e}")
print(f"E_c without cutoff = {E_inf * 1e3:.4f} mHa")
print(f"  the same = {E_inf * HARTREE_EV:.5f} eV")
print(f"  change with coarser quadrature = {quadrature_change * 1e6:.4f} microHa")
print(f"law coefficient sqrt(2) n/3 = {np.sqrt(2) * n / 3:.6f} Ha^(5/2)")
for j, cut in enumerate(cutoffs):
    print(f"E_cut = {cut:.0f} Ha: q_c = {q_cut[j]:.4f} bohr^-1")
    print(f"  E_c = {E_trunc[j] * 1e3:.4f} mHa")
    print(f"  error = {error[j] * 1e3:.5f} mHa, law {leading[j] * 1e3:.5f} mHa")
    print(f"  error/law = {error[j] / leading[j]:.5f},"
          f" with kF^2 term {error[j] / improved[j]:.5f}")
print("local exponents 5-10, 10-20, 20-40 Ha: "
      + ", ".join(f"{s:.4f}" for s in slopes))
print(f"extrapolated from 10 and 20 Ha = {E_extrap * 1e3:.4f} mHa")
print(f"  remaining error = {(E_extrap - E_inf) * 1e6:.3f} microHa")
print(f"CUBIC CELL, {N_cell} electrons, side = {side:.4f} bohr")
for j, cut in enumerate(cutoffs):
    print(f"E_cut = {cut:.0f} Ha: N_pw = {n_pw[j]:.1f}, cell error"
          f" {N_cell * error[j] * 1e3:.4f} mHa, count law"
          f" {error_from_count[j] * 1e3:.4f} mHa")
print(f"COSINE BOX, {N_el} electrons, V0 = {V0:.1f} Ha, L = {L:.0f} bohr")
print(f"length along x = {2 * pi:.4f} bohr")
print(f"cutoffs q_c = {R} and {2 * R} bohr^-1")
print(f"<n^2>/<n>^2 = {contrast:.4f}")
print(f"second-order energy between cutoffs = {shell * 1e6:.5f} microHa")
print(f"  n^2 law = {shell_leading * 1e6:.5f} microHa,"
      f" ratio {shell / shell_leading:.5f}")
print(f"  with boundary term = {shell_boundary * 1e6:.5f} microHa,"
      f" ratio {shell / shell_boundary:.5f}")
print("verified")
```

Output:

```
UNIFORM GAS, full RPA, energies per electron
r_s = 2.0 bohr
density n = 0.029842 bohr^-3
Fermi wave vector kF = 0.95958 bohr^-1
test momentum q = 10 kF = 9.5958 bohr^-1
integrand / leading q^-6 form there = 1.003952
coefficient of kF^2/q^2 there = 0.3952
orders beyond second, relative = -8.899e-05
  predicted -8 pi n/q^4 = -8.846e-05
E_c without cutoff = -61.8012 mHa
  the same = -1.68170 eV
  change with coarser quadrature = 0.0000 microHa
law coefficient sqrt(2) n/3 = 0.014067 Ha^(5/2)
E_cut = 5 Ha: q_c = 3.1623 bohr^-1
  E_c = -60.5174 mHa
  error = 1.28381 mHa, law 1.25823 mHa
  error/law = 1.02033, with kF^2 term 0.99827
E_cut = 10 Ha: q_c = 4.4721 bohr^-1
  E_c = -61.3516 mHa
  error = 0.44957 mHa, law 0.44485 mHa
  error/law = 1.01061, with kF^2 term 0.99957
E_cut = 20 Ha: q_c = 6.3246 bohr^-1
  E_c = -61.6430 mHa
  error = 0.15813 mHa, law 0.15728 mHa
  error/law = 1.00542, with kF^2 term 0.99989
E_cut = 40 Ha: q_c = 8.9443 bohr^-1
  E_c = -61.7454 mHa
  error = 0.05576 mHa, law 0.05561 mHa
  error/law = 1.00274, with kF^2 term 0.99997
local exponents 5-10, 10-20, 20-40 Ha: -1.5138, -1.5074, -1.5039
extrapolated from 10 and 20 Ha = -61.8024 mHa
  remaining error = -1.264 microHa
CUBIC CELL, 8 electrons, side = 6.4480 bohr
E_cut = 5 Ha: N_pw = 144.0, cell error 10.2705 mHa, count law 10.0074 mHa
E_cut = 10 Ha: N_pw = 405.8, cell error 3.5966 mHa, count law 3.5510 mHa
E_cut = 20 Ha: N_pw = 1144.4, cell error 1.2650 mHa, count law 1.2592 mHa
E_cut = 40 Ha: N_pw = 3239.2, cell error 0.4461 mHa, count law 0.4449 mHa
COSINE BOX, 2 electrons, V0 = 0.5 Ha, L = 20 bohr
length along x = 6.2832 bohr
cutoffs q_c = 16 and 32 bohr^-1
<n^2>/<n>^2 = 1.8163
second-order energy between cutoffs = 0.84665 microHa
  n^2 law = 0.82336 microHa, ratio 1.02829
  with boundary term = 0.84350 microHa, ratio 1.00374
verified
```
